# Dynamical quadrupoles and the Berry connection in the long-range electron-phonon vertex, part 2

We seek the small-$\mathbf q$ form of the electron-phonon vertex in a nonmagnetic insulator with static response and a local exchange-correlation kernel. Atomic units are used; the electron has charge $-1$. An atom at $\boldsymbol\tau$ is displaced in every cell $\mathbf R$ with phase $e^{i\mathbf q\cdot\mathbf R}$. The vertex is $g_{mn}=\langle u_{m,\mathbf k+\mathbf q}|V|u_{n\mathbf k}\rangle$, with $u$ the periodic Bloch functions and $V$ the periodic factor of the electron's potential energy, a vector in reciprocal-lattice vectors $\mathbf G$:

$$V=L\bar V_b+S\,L|0\rangle .\tag{4}$$

$$S=-\frac{4\pi\bar\rho(\mathbf q)}{q^2-4\pi\bar\chi_{00}(\mathbf q)} .\tag{5}$$

$$q^2-4\pi\bar\chi_{00}=\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q+O(q^4).\tag{6}$$

Here $|0\rangle$ is the $\mathbf G=0$ unit vector, $\chi_0$ the independent-electron response, $L=(1-\bar K\chi_0)^{-1}$ and $\bar\chi=\chi_0L$. The kernel $\bar K$ and bare ionic perturbation $\bar V_b$ omit the macroscopic term in $4\pi/q^2$. $L\bar V_b$ is analytic. The field-off induced charge $\bar\rho$ has first moment $\mathbf Z$ and second moment $\mathsf Q$ about $\boldsymbol\tau$. With cell volume $\Omega$ and electronic dielectric tensor $\boldsymbol\epsilon$,

$$S=\frac{4\pi}{\Omega}\,e^{-i\mathbf q\cdot\boldsymbol\tau}\,
\frac{i\mathbf q\cdot\mathbf Z+\frac12\mathbf q\cdot\mathsf Q\cdot\mathbf q+O(q^3)}{\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q+O(q^4)} .\tag{7}$$

We write $\phi=L|0\rangle$. Dimensional analysis in Part 1 anticipated a term $Z\ell/(\Omega\epsilon)$ with a length $\ell$, to be identified here.

At tetrahedral sites, displacement along $\alpha$ gives a dipole $Z$ along $\alpha$ and $Q_{\alpha\beta\gamma}=Q|\varepsilon_{\alpha\beta\gamma}|$, with $\varepsilon_{\alpha\beta\gamma}$ the antisymmetric symbol. In silicon $\mathbf Z=0$, and the long-range vertex at order $q^0$ in a smooth gauge is $S\delta_{mn}$. For relative displacement of the two atoms along $z$ and $\mathbf q$ in the $xy$ plane at angle $\theta$ from $x$,

$$S=\frac{2\pi Q}{\Omega\epsilon}\sin 2\theta .\tag{3}$$

The silicon example uses the local Appelbaum-Hamann pseudopotential, Dirac exchange, Wigner correlation, lattice constant $a=10.26$ bohr, $\Omega=270.01$ bohr$^3$, a 3 hartree cutoff and 113 response vectors; 1 hartree/bohr = 51.42 eV/Å. "Direct" values solve the complete Dyson equation, including the divergent Coulomb term.

### One band with a compact Wannier function

Take a single band whose Wannier function $w$ is so compact that it does not overlap its neighbours, and let $\mathbf r_w$ be its centre. Its periodic Bloch function is

$$
u_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}\,w(\mathbf r-\mathbf R).
$$

In the overlap of $u_{\mathbf k+\mathbf q}$ with $u_{\mathbf k}$ the conjugated first factor supplies $e^{i(\mathbf k+\mathbf q)\cdot\mathbf r}$ and the second $e^{-i\mathbf k\cdot\mathbf r}$, so

$$
\langle u_{\mathbf k+\mathbf q}|u_{\mathbf k}\rangle=\int d^3r\,|w|^2e^{i\mathbf q\cdot\mathbf r}=1+i\mathbf q\cdot\mathbf r_w+O(q^2).
$$

Ignore local fields for the moment, $\phi=1$. The dipole part of the vertex is

$$
\frac{4\pi}{\Omega}\,\frac{i\mathbf q\cdot\mathbf Z}{\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q}\left[1+i\mathbf q\cdot(\mathbf r_w-\boldsymbol\tau)\right].
$$

The length anticipated at the start of Part 1 is $\mathbf r_w-\boldsymbol\tau$: the dipole sits on the atom, and the electron feels its potential at the Wannier centre. Moving the origin of coordinates shifts both positions equally and changes nothing. Keeping the phase $e^{-i\mathbf q\cdot\boldsymbol\tau}$ but dropping $\mathbf r_w$ would make the result depend on the origin.

Now relabel the Wannier functions by one lattice vector $\mathbf R_0$, so that the function assigned to the home cell is centred at $\mathbf r_w+\mathbf R_0$. The crystal has not changed, but the Bloch function acquires the phase $e^{-i\mathbf k\cdot\mathbf R_0}$. The true vertex is multiplied by $e^{i(\mathbf k+\mathbf q)\cdot\mathbf R_0}e^{-i\mathbf k\cdot\mathbf R_0}=e^{i\mathbf q\cdot\mathbf R_0}$. The formula follows, since its bracket gains $i\mathbf q\cdot\mathbf R_0$. A formula without the Wannier centre does not follow, and misses

$$
-\frac{4\pi}{\Omega}\frac{(\mathbf q\cdot\mathbf Z)(\mathbf q\cdot\mathbf R_0)}{\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q},
$$

which is of order $q^0$ and depends on the direction of $\mathbf q$.

### Several bands

For a set of smooth, orthonormal Wannier-gauge functions $u_{m\mathbf k}$ define the Berry connection

$$
\mathbf A_{mn}(\mathbf k)=i\langle u_{m\mathbf k}|\nabla_{\mathbf k}u_{n\mathbf k}\rangle .
$$

To first order in $\mathbf q$,

$$
\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle=\delta_{mn}+\mathbf q\cdot\langle\nabla_{\mathbf k}u_m|u_n\rangle .
$$

Differentiating $\langle u_m|u_n\rangle=\delta_{mn}$ gives $\langle\nabla u_m|u_n\rangle=-\langle u_m|\nabla u_n\rangle$. From the definition, $\langle u_m|\nabla u_n\rangle=-i\mathbf A_{mn}$. The two minus signs combine to

$$
\langle u_{m,\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle=\delta_{mn}+i\mathbf q\cdot\mathbf A_{mn}(\mathbf k)+O(q^2).\tag{8}
$$

For the compact Wannier function above $\mathbf A=\mathbf r_w$. In general the connection follows from position matrix elements. Differentiating $u_{n\mathbf k}=\sum_{\mathbf R}e^{-i\mathbf k\cdot(\mathbf r-\mathbf R)}w_n(\mathbf r-\mathbf R)$ brings down $-i(\mathbf r-\mathbf R)$, and the prefactor $i$ turns this into $\mathbf r-\mathbf R$. Then

$$
\mathbf A_{mn}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle w_{m\mathbf0}|\mathbf r|w_{n\mathbf R}\rangle .
$$

The term with $-\mathbf R$ has disappeared: for $\mathbf R\neq0$ the Wannier functions are orthogonal, and for $\mathbf R=0$ the factor is zero.

### The local field

The function $\phi$ also has a first-order term. From $L|0\rangle=|0\rangle+\bar K\bar\chi|0\rangle$ and $\bar\chi|0\rangle=O(q)$,

$$
\phi(\mathbf r)=1+i\mathbf q\cdot\boldsymbol\Phi(\mathbf r)+O(q^2).\tag{9}
$$

The macroscopic potential energy $Se^{i\mathbf q\cdot\mathbf r}$ has the gradient $i\mathbf qS$ at the origin of its phase, so $\boldsymbol\Phi$ is the periodic potential that the electrons set up per unit macroscopic potential gradient. It is real, because a real gradient produces a real potential. Its matrix elements are $\boldsymbol\Phi_{mn}=\langle u_{m\mathbf k}|\boldsymbol\Phi|u_{n\mathbf k}\rangle$; evaluating both functions at $\mathbf k$ is sufficient, since the factor $\mathbf q$ is already present.

### The assembled vertex

Multiply the three first-order factors, from the phase, the overlap and the local field. Through order $q$,

$$
(1-i\mathbf q\cdot\boldsymbol\tau)\langle u_{m,\mathbf k+\mathbf q}|\phi|u_{n\mathbf k}\rangle
=\delta_{mn}(1-i\mathbf q\cdot\boldsymbol\tau)+i\mathbf q\cdot\mathbf A_{mn}+i\mathbf q\cdot\boldsymbol\Phi_{mn}.
$$

This bracket multiplies the dipole. The quadrupole is already of second order in the numerator and needs the leading $\delta_{mn}$ alone. The result is

$$
\begin{aligned}
g^L_{mn}=\frac{4\pi}{\Omega}\frac1{\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q}\Big\{&
i\mathbf q\cdot\mathbf Z\big[(1-i\mathbf q\cdot\boldsymbol\tau)\delta_{mn}+i\mathbf q\cdot\mathbf A_{mn}+i\mathbf q\cdot\boldsymbol\Phi_{mn}\big]\\
&+\tfrac12\,\mathbf q\cdot\mathsf Q\cdot\mathbf q\,\delta_{mn}\Big\}.
\end{aligned}\tag{10}
$$

The omitted numerator terms are of order $q^3$, so the omitted part of the vertex is of order $q$ and vanishes at $\mathbf q=0$. Consequently

$$
\lim_{\mathbf q\to0}\left(g_{mn}-g^L_{mn}\right)=\langle u_{m\mathbf k}|L\bar V_b|u_{n\mathbf k}\rangle_{\mathbf q=0},\tag{11}
$$

which does not depend on the direction of $\mathbf q$.

For $\mathbf Z=0$ the bracket drops out, and (10) returns to the silicon result of Part 1. The Berry term is therefore not needed in silicon at order $q^0$. There it first appears multiplied by the quadrupole, at order $q$.

### Covariance under a change of Wannier gauge

Let $U(\mathbf k)$ be a smooth unitary matrix and define $u'_{n\mathbf k}=\sum_mu_{m\mathbf k}U_{mn}(\mathbf k)$. The vertex itself is not invariant. It is a matrix between states at two wavevectors and must transform as

$$
g'=U^\dagger(\mathbf k+\mathbf q)\,g\,U(\mathbf k).
$$

Gauge independence of physical results means that the long-range formula obeys the same rule. Differentiating $u'$ gives one term from $u$ and one from $U$:

$$
\mathbf A'=U^\dagger\mathbf AU+iU^\dagger\nabla U .
$$

Expanding the first factor of the transformation and using $(\nabla U^\dagger)U=-U^\dagger\nabla U$,

$$
U^\dagger(\mathbf k+\mathbf q)U(\mathbf k)=1-\mathbf q\cdot U^\dagger\nabla U=1+i\mathbf q\cdot(iU^\dagger\nabla U).
$$

The matrices $\mathbf A$ and $\boldsymbol\Phi$ in (10) already carry a factor $q$, so for them $U^\dagger(\mathbf k+\mathbf q)$ may be replaced by $U^\dagger(\mathbf k)$. Therefore

$$
\begin{aligned}
U^\dagger(\mathbf k+\mathbf q)\left[1+i\mathbf q\cdot(\mathbf A+\boldsymbol\Phi)\right]U(\mathbf k)
&=1+i\mathbf q\cdot\left(iU^\dagger\nabla U+U^\dagger\mathbf AU+U^\dagger\boldsymbol\Phi U\right)\\
&=1+i\mathbf q\cdot(\mathbf A'+\boldsymbol\Phi').
\end{aligned}
$$

The extra term in $\mathbf A'$ is the one produced by the two different wavevectors. Equation (10) is covariant through order $q^0$. If $\mathbf A$ is omitted, the two sides of the transformation rule differ by

$$
-\frac{4\pi}{\Omega}\frac{(\mathbf q\cdot\mathbf Z)\,\mathbf q\cdot(iU^\dagger\nabla U)}{\mathbf q\cdot\boldsymbol\epsilon\cdot\mathbf q},
$$

which is of order $q^0$ and in general does not vanish as $q\to0$. It is zero if $U$ does not depend on $\mathbf k$, or if $\mathbf q$ is perpendicular to $\mathbf Z$. For the relabelling by $\mathbf R_0$, $U=e^{-i\mathbf k\cdot\mathbf R_0}$ and $iU^\dagger\nabla U=\mathbf R_0$, in agreement with the one-band case.

The local-field matrix transforms without an extra term. Omitting it leaves the formula covariant but violates (11). Covariance and a continuous remainder are thus separate requirements: the first needs $\mathbf A$, the second needs $\mathbf A$, $\boldsymbol\Phi$ and $\mathsf Q$.

### Why interpolation needs a continuous remainder

Wannier interpolation represents the vertex by Fourier coefficients on lattice vectors and truncates them at the range set by the coarse mesh. If the coefficients are absolutely summable, their Fourier series converges uniformly and its sum is continuous. A remainder with a direction-dependent limit at $\mathbf q=0$ therefore cannot have absolutely summable coefficients.

For isotropic screening the decay can be found. The function $1/q^2$ is the transform of $1/(4\pi R)$, and each factor $q_\beta$ corresponds to a derivative, so $q_xq_y/q^2$ corresponds to

$$
-\partial_x\partial_y\frac1{4\pi R}=-\frac{3xy}{4\pi R^5}.
$$

This falls as $R^{-3}$, and a sum over a three-dimensional lattice of its magnitude diverges logarithmically.

Before subtraction, (10) must be made periodic in $\mathbf q$. One can replace $\mathbf q$ by $\mathbf q+\mathbf G$, multiply by a Gaussian in $|\mathbf q+\mathbf G|$ that equals one at zero, and sum over $\mathbf G$. Near $\mathbf q=0$ the terms with $\mathbf G\neq0$ are analytic, and the Gaussian alters the $\mathbf G=0$ term by a relative amount of order $q^2$, hence the vertex by order $q$. The singular part is unchanged through order $q^0$.

The long-range function is subtracted on the coarse mesh, the remainder is interpolated, and the function is added back on the fine mesh with $\mathbf A$ and $\boldsymbol\Phi$ interpolated to the new $\mathbf k$. At the coarse point $\mathbf q=0$, equation (11) says what to use: the vertex with the macroscopic field off, from which the terms with $\mathbf G\neq0$ are subtracted and the undefined $\mathbf G=0$ term is not.

### A polar model crystal

Take the silicon structure and scale the two ionic potentials to charges 5 and 3. This is a model zincblende crystal, not a named compound. On 32 $\mathbf k$ points it has $\epsilon=13.18$, and atom 1 has $Z=-2.93$ and $Q=12.3$. Atom 2 has $Z=1.50$. The two dipole charges should add to zero and add to $-1.43$, so these values are far from converged in the mesh. The comparison remains meaningful because both sides use the same discrete response, and the separation (4)-(5) is an algebraic identity for it.

The size of the gauge error follows from these numbers. Displace atom 1 along $x$ and relabel a Wannier function by $\mathbf R_0=(a/2)(1,1,0)$, with $a/2=5.13$ bohr. For $\mathbf q$ along $x$ the missing term has magnitude

$$
\frac{4\pi\times2.931\times5.13}{270.01\times13.179}=0.0531\ \text{hartree/bohr}=2.7\ \text{eV/Å},
$$

and for $\mathbf q$ along $z$ it is zero because $\mathbf q\cdot\mathbf Z=0$. A change of labels alone would create a difference of 2.7 eV/Å between the limits along these two directions in the function to be interpolated.

The full formula was tested on the four valence bands at a general $\mathbf k$ point, with the same displacement and $|\mathbf q|=6.1\times10^{-5}$ bohr$^{-1}$. The vertex from the complete Dyson equation, less (10), was compared for $\mathbf q$ along $(1,2,2)$, $(2,-2,1)$ and $(-2,1,2)$. The table gives the largest difference of any matrix element between two directions, in eV/Å, for Wannier functions projected from bond-centred orbitals and from $s$ and $p$ orbitals on atom 1.

| Terms in $g^L$ | Bond gauge | Atom gauge |
|---|---:|---:|
| all | 0.001 | 0.001 |
| without $\mathsf Q$ | 1.49 | 1.49 |
| without $\mathbf A$ | 1.18 | 0.61 |
| without $\boldsymbol\Phi$ | 0.21 | 0.17 |

The second row can be checked by hand. For displacement along $x$, $\frac12\hat{\mathbf q}\cdot\mathsf Q\cdot\hat{\mathbf q}=Q\hat q_y\hat q_z$, and $\hat q_y\hat q_z$ equals $4/9$, $-2/9$ and $2/9$ in the three directions. The largest difference is $2/3$, giving

$$
\frac{4\pi\times12.328}{270.01\times13.179}\times\frac23=0.0290\ \text{hartree/bohr}=1.49\ \text{eV/Å}.
$$

The third row differs between the gauges, as it should, because $\mathbf A$ does. The residual of 0.001 eV/Å is below one percent of the smallest entry in the other rows. Terms of order $q$, which (10) omits, contribute to it; their share was not determined.

Covariance was tested separately by transforming (10) from the bond gauge to the atom gauge, for $\mathbf q$ along $(1,2,2)$. The largest mismatch is $3\times10^{-5}$ eV/Å with the Berry term and 0.06 eV/Å without it. The full list of values is in the numerical output.

### Where the result stops

Equation (10) rests on a gap. In a metal, or with free carriers, transitions at vanishing energy keep the $\mathbf G=0$ element of $\chi_0$ finite as $\mathbf q\to0$ (in the electron gas it tends to minus the density of states at the Fermi level), so the denominator of (5) is no longer of order $q^2$ and (6) fails. In a magnetic crystal the exchange-correlation kernel also couples to the spin density, which the equations here leave out. In a two-dimensional layer the Coulomb kernel has a different small-$q$ form, so the powers of $q$ must be derived anew. Nonlocal exchange, as in hybrid functionals, is not a local function of the density response and lies outside this derivation. Finally, (10) is an expansion: at finite $q$ the omitted terms of order $q$ remain in the remainder, where they are continuous at $\mathbf q=0$ but need not be smooth.

## Values computed for the example and the checks

```
lattice constant = 10.26 bohr, cell volume = 270.01 bohr^3
plane-wave cutoff = 3.0 hartree, response vectors = 113
|q| in all vertex tests = 6.124e-05 bohr^-1
Si: band energy at k=(0.85,0,0)2pi/a above valence top = 0.879 eV
Si, 32 k points: eps = 17.419, residual Z = -0.9666 e, Q(atom 1) = 23.151 e bohr, Q(atom 2) = -23.151 e bohr
   vertex along [110]: direct 1.5902, formula 1.5904 eV/angstrom
Si, 108 k points: eps = 12.768, residual Z = -0.2560 e, Q(atom 1) = 16.183 e bohr, Q(atom 2) = -16.183 e bohr
   vertex along [110]: direct 1.5165, formula 1.5167 eV/angstrom
Si, 256 k points: eps = 11.422, residual Z = -0.0864 e, Q(atom 1) = 14.007 e bohr, Q(atom 2) = -14.007 e bohr
   vertex along [110]: direct 1.4674, formula 1.4675 eV/angstrom
Si, 108 k points, q at 0 deg from x: direct 0.0000, formula 0.0000 eV/angstrom
Si, 108 k points, q at -30 deg from x: direct -1.3134, formula -1.3135 eV/angstrom
Si valence 4x4 vertex, change from 0 to -30 deg: mean diagonal -1.3135 eV/angstrom
   largest deviation from (formula x identity) = 3.7e-04 eV/angstrom
Polar model, ionic charges 5 and 3, 32 k points: eps = 13.179
   Z = -2.9308 and 1.5032 e, Q = 12.328 and -18.510 e bohr
   bond gauge, direction spread of remainder, all terms: 0.00112 eV/angstrom
   bond gauge, direction spread of remainder, no quadrupole: 1.49263 eV/angstrom
   bond gauge, direction spread of remainder, no Berry connection: 1.17777 eV/angstrom
   bond gauge, direction spread of remainder, no local field: 0.20510 eV/angstrom
   atom gauge, direction spread of remainder, all terms: 0.00115 eV/angstrom
   atom gauge, direction spread of remainder, no quadrupole: 1.49258 eV/angstrom
   atom gauge, direction spread of remainder, no Berry connection: 0.60644 eV/angstrom
   atom gauge, direction spread of remainder, no local field: 0.17049 eV/angstrom
Gauge-covariance defect of formula with Berry term = 2.7e-05 eV/angstrom
Gauge-covariance defect without Berry term = 0.0609 eV/angstrom
Largest Berry-connection element, bond gauge = 2.275 bohr
Largest Berry-connection element, atom gauge = 1.731 bohr
```
